# Why Zincblende Is Not a Zero of Polarization for Wurtzite

**Question.** The spontaneous polarization of a wurtzite crystal is quoted as a difference from a reference structure. Zincblende has the same tetrahedral bonds and is cubic, so it looks like a structure with zero polarization. Does its polarization along [111] vanish? If not, what fixes its value, what can serve as zero, and how large is the error in an interface charge when zincblende is treated as zero?

**Answer.**

### What is defined, and up to what

Take a nonmagnetic insulator without spin-orbit coupling, with a cation core of charge $+Ze$, an anion core of charge $+(8-Z)e$ and eight valence electrons per pair. The occupied bands can be represented by Wannier functions, each carrying charge $-e$ at its centre. With $q_i$ the integer charges of cores and Wannier centres, the formal polarization is

$$\mathbf P=\frac{e}{\Omega}\,\mathbf D,\qquad \mathbf D=\sum_i q_i\mathbf r_i .$$

Since $\sum_i q_i=0$, $\mathbf D$ does not depend on the origin. Assigning one unit charge to another cell changes $\mathbf D$ by a lattice vector $\mathbf R$, so $\mathbf P$ is a lattice of values, each of which is called a branch. Let $\mathbf n$ point along the axial bond from cation to anion ([111] in zincblende, [0001] in wurtzite). Lattice planes normal to $\mathbf n$ have cell area $A$ and spacing $L$, with $\Omega=AL$ and $\mathbf R\cdot\mathbf n=mL$ for integer $m$. The projected ambiguity is $e\,mL/(AL)=m\,e/A$. The reduced polarization

$$p=\frac{A}{e}\,\mathbf P\cdot\mathbf n=\frac{\mathbf D\cdot\mathbf n}{L}$$

is therefore defined modulo 1.

A space-group operation $\{S|\mathbf t\}$ maps the cores onto themselves up to cell reassignments, and the sum of the Wannier centres onto itself up to a lattice vector (individual centres depend on the gauge, their sum does not), and $\mathbf t$ drops out of $\mathbf D$ by neutrality. Symmetry thus demands that $S\mathbf D-\mathbf D$ be a lattice vector, which is weaker than $S\mathbf D=\mathbf D$. The lattice of values must be symmetric, and it need not contain zero.

### Zincblende: four allowed values, and the one chosen

The fcc vectors are $\mathbf a_1=\frac{a_c}{2}(0,1,1)$ and its cyclic partners, and a general lattice vector is $\frac{a_c}{2}(n_1,n_2,n_3)$ with even sum. The cation is at the origin and the anion at $\boldsymbol\tau=\frac{a_c}{4}(1,1,1)$. Each $\mathbf a_i\cdot\mathbf n=a_c/\sqrt3\equiv d$, so $L=d$, and $A=\Omega/d=(a_c^3/4)(\sqrt3/a_c)=\sqrt3a_c^2/4$. With the hexagonal constant $a=a_c/\sqrt2$ this is $A=\sqrt3a^2/2$.

Write $\mathbf D=a_c(x,y,z)$. The twofold rotation about $z$ changes $\mathbf D$ by $-a_c(2x,2y,0)$. This is a lattice vector when $x=n_1/4$, $y=n_2/4$ with $n_1+n_2$ even. The rotation about $x$ gives the same condition on $y,z$, so $\mathbf D=\frac{a_c}{4}(n_1,n_2,n_3)$ with all $n_i$ of one parity. If all are even, $\mathbf D=\frac{a_c}{2}(m_1,m_2,m_3)$, which is a lattice vector for even sum and equivalent to $2\boldsymbol\tau$ for odd sum. If all are odd, $\mathbf D-\boldsymbol\tau$ is of the even type, which gives $\boldsymbol\tau$ or $3\boldsymbol\tau$. All four classes $\mathbf D=m\boldsymbol\tau$ survive the full group $T_d$: the threefold axis [111] and its mirrors leave $m\boldsymbol\tau$ fixed, the twofold axes shift it by lattice vectors such as $\frac{ma_c}{2}(1,1,0)$, and these operations generate the group. Because $\boldsymbol\tau\cdot\mathbf n=\sqrt3a_c/4=3d/4$, the allowed values are $p=3m/4$, that is $0,\tfrac34,\tfrac12,\tfrac14$ modulo 1.

Electron counting selects $m$. The cores give $(8-Z)\boldsymbol\tau$. The summed Wannier centres of one spin obey the same symmetry condition, so they equal $m_w\boldsymbol\tau$, and both spins give $-2m_w\boldsymbol\tau$. Then $m\equiv-Z-2m_w \pmod 4$, which is odd for odd $Z$ whatever $m_w$ is: a III-V or I-VII zincblende crystal cannot have $p=0$. If the four occupied bands per spin derive from the anion, $m_w=4$, the anion carries $-Z$, and

$$p_{\rm ZB}=-\frac{3Z}{4}=\frac Z4-Z\equiv\frac Z4 \pmod 1 .$$

The value $Z/4$ has a geometric reading. The other three anion neighbours of a cation lie at $\boldsymbol\tau-\mathbf a_i$, at height $3d/4-d=-d/4$. The crystal is a stack of neutral buckled bilayers with the cation plane $d/4$ above the anion plane, each with dipole $Zd/4$ per cell. On this branch

$$P_{\rm ZB}=\frac{Ze}{4A}=\frac{Ze}{2\sqrt3\,a^2},$$

which is $\sqrt3e/2a^2$ for $Z=3$. A covalent picture agrees. The four bond vectors around a cation sum to $4\boldsymbol\tau-\sum_i\mathbf a_i=0$, so four equivalent bond pairs assigned to the cation give $\mathbf D=(8-Z)\boldsymbol\tau$, which differs from $-Z\boldsymbol\tau$ by $8\boldsymbol\tau=2a_c(1,1,1)$, a lattice vector. The result $p=\tfrac14,\tfrac12,\tfrac34,0$ for $Z=1,2,3,4$, which holds for anion-derived bands or bond pairs, limits the claim: for $Z=4$ zincblende does contain zero.

A zero can also appear through the choice of cell. In the four-pair cubic cell, moving one charge by $a_c(1,0,0)$ changes $\mathbf P\cdot\mathbf n$ by $e(a_c/\sqrt3)/a_c^3=e/4A$, and $Ze/4A$ is a multiple of that. Such a move treats one of four translation-equivalent charges differently. The simple cubic lattice has in-plane vectors $a_c(1,-1,0)$, twice the fcc ones, so $e/4A$ is one charge per $2\times2$ surface cell and is no ambiguity of a $1\times1$ periodic structure.

### The layered hexagonal structure and wurtzite

Wurtzite has $L=c$, cations at heights $0$ and $c/2$ on two columns that no lattice translation connects, and anions displaced from them by $uc$ along $\mathbf n$. At $u=\tfrac12$ every anion falls into a cation plane, giving flat honeycomb layers: the structure H, space group $P6_3/mmc$. Each layer is a mirror plane, $D_z\to-D_z$, so $2D_z$ is a multiple of $c$ and $p=0$ or $\tfrac12$. The cores in the plane $z=0$ contribute nothing and those at $c/2$ contribute $[Z+(8-Z)]/2=4$. The summed Wannier centres of one spin obey the mirror condition, $w=0$ or $\tfrac12$ in units of $c$, so the electrons add the integer $-2w$. Hence $p_{\rm H}\equiv0$ for any $a$, $c$ and $Z$, and this needs no assumption about where the electrons sit. On the branch built from neutral flat layers $P_{\rm H}=0$ at every area $A$.

For $u<\tfrac12$, keep each anion with the layer it left, at heights $(u-\tfrac12)c$ and $uc$, with charge $-Z$:

$$p_{\rm WZ}=Z\left(0+\tfrac12\right)-Z\left(u-\tfrac12+u\right)=2Z\left(\tfrac12-u\right).$$

At the ideal $u=\tfrac38$ this is $Z/4$, the zincblende value, because both structures stack the same bilayers of rigid charges. Denote by $P^{\rm H}=p_{\rm WZ}\,e/A$ the wurtzite polarization on this branch, and by $P^{\rm Z}=P^{\rm H}-P_{\rm ZB}=2Z(\tfrac38-u)e/A$ the value referred to zincblende at the same $a$.

### How far point charges can be trusted

The group of wurtzite leaves $D_z$ unchanged, so $p_{\rm WZ}$ is not quantized and the formula above is a model. For zincblende the count holds beyond point charges when the crystal can be deformed to the ionic limit with symmetry kept and the gap open, since $p$ then varies continuously within a discrete set and cannot change. An $sp^3$ tight-binding model with cation-anion hopping alone realizes this. Its Bloch Hamiltonian has diagonal blocks $\varepsilon_c$, $\varepsilon_a$ of equal size $N/2$ and a hopping block $V$. Any vector in the cation subspace has energy expectation at least $\min\varepsilon_c$, so by the min-max principle eigenvalue $N/2+1$ is at least $\min\varepsilon_c$; likewise eigenvalue $N/2$ is at most $\max\varepsilon_a$. The gap is bounded below by $\min\varepsilon_c-\max\varepsilon_a$ for any $V$, and $V$ can be scaled to zero.

Numbers follow for $Z=3$, $a=3.20$ Å, anion levels $-12$ and $0$ eV, cation levels $3$ and $9$ eV, and two-centre integrals $(ss\sigma,sp\sigma,pp\sigma,pp\pi)=(-2,2.5,4,-1)$ eV times $e^{-3(r/r_0-1)}$, with $r_0=a\sqrt{3/8}=1.96$ Å and a cutoff at $3.52$ Å. The centre sum $w$ is the discrete Berry phase $-\frac1{2\pi}\,\mathrm{Im}\ln\prod_j\det\langle u_{\mathbf k_j}|u_{\mathbf k_{j+1}}\rangle$ on strings along $\mathbf n$, averaged over the transverse $\mathbf k$ and extrapolated in the number of points along each string. Zincblende gives $p=0.750$ with a gap of $7.2$ eV on the mesh. Lowering the cation $s$ level to $-2$ eV, where the bound no longer applies, leaves a gap of $3.2$ eV and again $p=0.750$. Displacing the anion along $\mathbf n$ breaks $T_d$ and moves $p$ with Born charges $-3.28$ and $-3.16$ in the two cases: the slope differs between the two cases while the symmetric value is the same. That value can change only between different gapped classes: if the occupied bands were cation $s$ and anion $p$, then $m_w=3$, $m\equiv-3-6\equiv3\pmod4$ and $p=\tfrac94\equiv\tfrac14$. On the path from H to ideal wurtzite at fixed $c/a=\sqrt{8/3}$, sampled at seven values of $u$, the smallest gap is $4.9$ eV and $p$ rises from $0$ through $0.3555$ at $u=0.4375$, where point charges give $0.375$, to $0.749$ at $u=\tfrac38$. The values not fixed by symmetry depend on the cutoff: at $4.0$ Å these two become $0.3564$ and $0.7495$, and the Born charges $-3.29$ and $-3.11$.

### Why the formal value is measurable

Consider a coherent stack, with common area $A$, of charged planes grouped into neutral bilayers. The plane-averaged field of a neutral bilayer vanishes outside it. Inside, with charge $+Ze/A$ a height $\delta$ above $-Ze/A$, it is $\varepsilon_0E=-Ze/A$. Averaged over a period, $\varepsilon_0\bar E=-(e/A)\sum Z\delta/L=-p\,e/A=-P$. The macroscopic bound charge is the jump of this field, and any further integer charge per interface cell adds a multiple of $e/A$:

$$\sigma=\varepsilon_0(\bar E_{\rm above}-\bar E_{\rm below})=P_{\rm below}-P_{\rm above}\pmod{e/A}.$$

At a stacking boundary within one material $A$ and $Z$ are common to both sides, so for wurtzite below a zincblende segment that is exactly cubic at the common $a$, $\sigma$ is $P^{\rm Z}$ itself, and zincblende is the natural reference there. A segment whose own lattice constant differs is strained, loses $T_d$ and adds a piezoelectric term; in the equal-bond model used below, a segment that keeps the wurtzite bond length repeats the wurtzite bilayer and gives $\sigma=0$. For rigid charges, ideal wurtzite and a cubic segment $\sigma=0$ as well. The tight-binding values $0.749$ (wurtzite) and $0.750$ (zincblende) may differ because symmetry does not fix the wurtzite value. Here the difference comes from the second axial neighbour at $3.27$ Å, which lies inside the cutoff in wurtzite and has no counterpart there in zincblende; with nearest-neighbour hopping alone the wurtzite value is $0.7500$ to four digits. H below zincblende gives $-0.75\,e/A$. A $Z=3$ zincblende crystal under a $Z=2$ one gives $+0.25\,e/A$, or $-0.75\,e/A$ if the last cation plane is changed from $+3$ to $+2$; no $1\times1$ insulating termination removes the quarter. Zincblende fails as a zero because $Ze/4A$ depends on $Z$ and on $a$, and so does not cancel between two materials tabulated separately.

### Error formulas for a strained layer

Put a wurtzite layer $m$ above a relaxed wurtzite substrate $n$ of the same $Z$, with in-plane strain $\epsilon=(a_n-a_m)/a_m$ and axial strain $\epsilon_3=-\nu\epsilon$. The reference value is $\sigma_0=P_n^{\rm H}-P_m^{\rm H}(\epsilon)$. Since $P=p\,e/A$ and $A=A_m(1+\epsilon)^2$, at fixed $c$

$$\frac{\partial P}{\partial\epsilon}=\frac{e}{A_m}\frac{\partial p}{\partial\epsilon}-2P_m^{\rm H}.$$

The left side defines the improper constant $2e_{31}^{\rm i}$ and the first term on the right the proper constant $2e_{31}^{\rm p}$, so $e_{31}^{\rm i}=e_{31}^{\rm p}-P_m^{\rm H}$. The improper constant depends on the branch, here that of H. Changing $c$ leaves $A$ alone, so $e_{33}$ has one meaning. Three linear schemes use bulk constants at each material's own $a$.

Scheme (a), H reference with the improper constant, is the Taylor expansion of $\sigma_0$:

$$\sigma_a=P_n^{\rm H}-P_m^{\rm H}-2e_{31}^{\rm i}\epsilon-e_{33}\epsilon_3=\sigma_0+O(\epsilon^2).$$

Scheme (b) replaces $P^{\rm H}$ by $P^{\rm Z}=P^{\rm H}-P_{\rm ZB}$ in both materials. With $P_{{\rm ZB},n}=P_{{\rm ZB},m}(1+\epsilon)^{-2}$,

$$\sigma_b-\sigma_a=P_{{\rm ZB},m}-P_{{\rm ZB},n}=P_{{\rm ZB},m}\,(2\epsilon-3\epsilon^2+\dots).$$

Scheme (c) also replaces $e_{31}^{\rm i}$ by $e_{31}^{\rm p}$, which subtracts $2\epsilon P_m^{\rm H}=2\epsilon(P_{{\rm ZB},m}+P_m^{\rm Z})$:

$$\sigma_c-\sigma_a=\left(P_{{\rm ZB},m}-P_{{\rm ZB},n}-2\epsilon P_{{\rm ZB},m}\right)-2\epsilon P_m^{\rm Z}=-2\epsilon P_m^{\rm Z}-3\epsilon^2P_{{\rm ZB},m}+\dots$$

The omitted reference term and the omitted area term cancel at first order except for the remainder $-2\epsilon P_m^{\rm Z}$, which is small when $u$ is near $\tfrac38$. The cancellation fails for unequal valences, where $P_{{\rm ZB},m}-P_{{\rm ZB},n}=(Z_m-Z_n)e/4A$ already at $\epsilon=0$. For equal valences the zincblende reference becomes consistent if the constant is also taken as the strain derivative of $P^{\rm Z}$, which is $e_{31}^{\rm p}-P_m^{\rm Z}$. This adds $2\epsilon P_m^{\rm Z}$ to $\sigma_c$ and leaves an error of order $\epsilon^2$, because $Z/4$ is the same on both sides and cancels at the common area. For $Z=4$ the value $P^{\rm Z}$ is itself a branch of the formal polarization, the one with $p_{\rm ZB}=0$.

### The numbers

Take round model parameters with $Z=3$ and $\nu=0.5$: substrate $a=3.20$ Å, $c/a=1.63$; layer $a=3.10$ Å, $c/a=1.60$. Fix $u$ by equal bond lengths, $u^2c^2=a^2/3+(\tfrac12-u)^2c^2$. The $u^2$ terms cancel, leaving $u=\tfrac14+a^2/3c^2$ and $p=2Z(\tfrac14-a^2/3c^2)$. With $\rho=(a/c)^2$, $\partial\rho/\partial\epsilon=2\rho$ and $\partial\rho/\partial\epsilon_3=-2\rho$, so $e_{33}=-2e_{31}^{\rm p}=\tfrac{4Z}{3}\rho\,e/A$. All polarizations below are in C/m².

For the substrate, $A=8.868$ Å$^2$, $e/A=1.8067$, $u=0.37546$, $P_{\rm ZB}=0.75\times1.8067=1.3550$ ($8.46\times10^{14}\,e/\text{cm}^2$), $P^{\rm H}=6(0.5-0.37546)\times1.8067=1.3500$ and $P^{\rm Z}=-0.0050$. For the layer, $A=8.3225$ Å$^2$, $e/A=1.9251$, $u=0.38021$, $P_{\rm ZB}=1.4438$, $P^{\rm H}=1.3837$ and $P^{\rm Z}=-0.0602$. The supposed zero is more than twenty times $|P^{\rm Z}|$ in both, and $P^{\rm H}$ and $P^{\rm Z}$ differ in sign. The layer constants are $e_{33}=4\times1.9251/1.60^2=3.008$, $e_{31}^{\rm p}=-1.504$ and $e_{31}^{\rm i}=-1.504-1.384=-2.888$.

The strain is $\epsilon=0.03226$, $\epsilon_3=-0.01613$, and the strained layer has $u=0.39333$. At the common area,

$$\sigma_0=6\,(0.39333-0.37546)\times1.8067=0.194\ \text{C/m}^2=1.21\times10^{14}\,e/\text{cm}^2 .$$

The piezoelectric terms are $2e_{31}^{\rm i}\epsilon=-0.1863$, $2e_{31}^{\rm p}\epsilon=-0.0970$ and $e_{33}\epsilon_3=-0.0485$. Then

$$\sigma_a=-0.0337+0.1863+0.0485=0.201,$$
$$\sigma_b=0.0552+0.1863+0.0485=0.290,$$
$$\sigma_c=0.0552+0.0970+0.0485=0.201 .$$

The errors against $\sigma_0$ are $+0.0074$, $+0.096$ and $+0.0070$, or about 4%, 50% and 4% of $\sigma_0$; the error of (b) is $6.0\times10^{13}\,e/\text{cm}^2$. It consists of the reference difference $1.4438-1.3550=0.0888$, close to $2\epsilon P_{{\rm ZB},m}=0.093$, plus the error of (a).

At this strain scheme (c) is no worse than the consistent scheme (a), because its first-order remainder is nearly cancelled by a second-order term. In this model

$$P_m^{\rm H}(\epsilon)=\frac{e}{A_m}\left[\frac{Z/2}{(1+\epsilon)^2}-\frac{2Z\rho/3}{(1-\nu\epsilon)^2}\right],$$

because the factor $(1+\epsilon)^2$ in $\rho$ cancels against the area. The error of (a) is the nonlinear part, led by $3\epsilon^2[Z/2-\tfrac23Z\rho\nu^2]\,e/A_m=3(0.03226)^2(1.5-0.195)(1.9251)=0.0078$. The cubic term, $-4\epsilon^3[Z/2+\tfrac23Z\rho\nu^3]\,e/A_m=-0.0004$, brings it to $0.0074$. Scheme (c) adds $-2\epsilon P_m^{\rm Z}=+0.0039$ and $0.0888-0.0932\approx-0.004$, which nearly cancel for these parameters. As $\epsilon\to0$ only scheme (a) is free of a first-order error: for (a), (b) and (c) the errors per unit strain tend to $0$, $2P_{{\rm ZB},m}=2.89$ and $-2P_m^{\rm Z}=0.12$.

For occupied bands in the anion-derived class, the value $P_{\rm ZB}$ and the difference $0.0888$ rest on $Z$ and $a$ alone. The quantities $P^{\rm Z}$, $e_{31}$, $e_{33}$ and $\sigma_0$ belong to the rigid-charge, equal-bond model, which leaves out the shift of Wannier centres off the anion. So do the percentages above: the model's $e_{33}\approx3$ C/m² is well above the values of real nitrides, and against a smaller $\sigma_0$ the same reference error of about $0.09$ C/m² is a larger fraction than 50%. In a real heterostructure $\sigma_0$ stands for the difference of zero-field polarizations, and the resulting field is reduced by dielectric screening and free carriers.

All numerical values are calculated from the stated model.
